\section*{Epitaxial supercell search by comparing reduced sublattices}

\section{The choice that has to be made}

Before a film on a substrate can be computed with periodic boundary conditions, one common cell must be chosen for both. A small cell is cheap but may force a large artificial strain on the film; a large cell can relieve the strain, at the price of many more atoms. The decision needs a list of the candidate cells, each with its area and its strain, and a guarantee that no better cell of the same size was overlooked.

Only the two plane lattices enter here. Atomic positions inside the cells, elastic constants and the interface energy are left out, so the list proposes cells and does not predict which interface forms.

\section{A search small enough to do by hand}

Take a square film lattice with constant $a$ and a square substrate lattice with constant $b$. Let the common cell contain two film cells and one substrate cell. The film lattice has three sublattices of index 2, with bases, in units of $a$,
\[
\{(1,0),(0,2)\},\qquad \{(2,0),(0,1)\},\qquad \{(2,0),(1,1)\}.
\]
The third looks skewed, but subtracting the second vector from the first gives $(1,-1)$ and $(1,1)$: it is a square of side $\sqrt2\,a$, turned by $45^\circ$. Reduction to short vectors reveals the shape.

Each candidate must be deformed into the square of side $b$. Let $\lambda_1,\lambda_2$ be the principal stretches, that is, the singular values of the linear map from film to substrate, and define the cost
\begin{equation}
S=\sqrt{\ln^2\lambda_1+\ln^2\lambda_2}.
\label{eq:S}
\end{equation}
Logarithms make the cost the same whether the film is strained to the substrate or the reverse, since inverting the map only changes their signs. For any two stretches,
\begin{equation}
S^2=\tfrac12\ln^2(\lambda_1\lambda_2)+\tfrac12\ln^2(\lambda_1/\lambda_2),
\label{eq:split}
\end{equation}
because $x^2+y^2=\frac12(x+y)^2+\frac12(x-y)^2$. The first term measures the area mismatch, the second the shape mismatch.

All three candidates have $\lambda_1\lambda_2=b^2/(2a^2)$. The rectangles have stretches $b/a$ and $b/(2a)$, so their shape term is $\frac12\ln^2 2$. The turned square has equal stretches $b/(\sqrt2 a)$ and no shape term. It wins for every $b$, and at $b=\sqrt2\,a$ it fits without strain.

\section{Two traps in comparing lengths and angles}

It is tempting to rank matches by the plain sum $|e_1|+|e_2|+|\delta|$ of the two relative length mismatches and the angle mismatch in radians. Stretch a unit square lattice by 2\% along $x$. In the basis $(1,0),(0,1)$ the sum is $0.0200$. In the basis $(1,0),(1,1)$ of the same lattice it is $0.0400$: the diagonal grows by about 1\% and its angle closes by about $0.01$. The deformation is the same, and $S=\ln 1.02=0.0198$ in both bases. The plain sum is a property of the basis, so it is not a sound rank.

The second trap is the pairing of basis vectors. Consider two lattices with the right-handed bases
\[
f:\ (1,0),\ (0.49,0.9);\qquad g:\ (1,0),\ (-0.49,0.9).
\]
In both, the vectors are as short as possible. Pairing them in order requires a large shear and gives $S=0.736$. But $g_1+g_2=(0.51,0.9)$ is also a vector of the second lattice, and pairing it with $f_2$ gives $S=0.0157$. A small change of shape had moved the reduced basis from an acute to an obtuse angle.

Now replace $g_2$ by $-g_2=(0.49,-0.9)$. Lengths and angle then agree with those of $f$, and $S=0$: the lattices are mirror images. If pairings of either handedness are allowed, the acute choice finds the best one here. The next sections show that it does so for any two lattices.

\section{Listing and reducing the sublattices}

Let $a_1,a_2$ be a primitive basis and $L$ a sublattice of index $n$, whose cell has $n$ times the primitive area. The vectors of $L$ parallel to $a_1$ are the multiples of a shortest one, $\alpha a_1$ with $\alpha>0$. The $a_2$-coefficients of all vectors of $L$ are the multiples of a smallest positive integer $d$. Choose a vector $\beta a_1+d a_2$ in $L$; subtracting multiples of $\alpha a_1$ brings $\beta$ into one range of length $\alpha$. Hence
\begin{equation}
L:\quad \alpha a_1,\quad \beta a_1+d a_2,\qquad \alpha d=n,\quad 0\le\beta<\alpha .
\label{eq:hnf}
\end{equation}
The three integers are fixed by $L$, so each sublattice appears once. There are $\alpha$ choices of $\beta$ for each divisor $\alpha$, and the total is $\sigma(n)$, the sum of the divisors of $n$. For $n=2$ this is $1+2=3$, as found by hand.

To reduce a basis $s_1,s_2$, subtract from $s_2$ the integer multiple of $s_1$ nearest to $s_1\cdot s_2/|s_1|^2$; if the new $s_2$ is shorter than $s_1$, swap the two and repeat. Each swap shortens $s_1$, and a disc contains finitely many lattice vectors, so the process ends. Finally, reverse $s_2$ if $s_1\cdot s_2<0$. The result is an acute-reduced basis:
\begin{equation}
|s_1|\le|s_2|,\qquad 0\le 2\,s_1\cdot s_2\le|s_1|^2 .
\label{eq:acute}
\end{equation}

\section{Why one comparison is enough}

\subsection{The three shortest vectors}

Write $p=s_1\cdot s_2$. Substituting $2m_1m_2=(m_1+m_2)^2-m_1^2-m_2^2$ into the squared length of a lattice vector gives
\begin{equation}
|m_1s_1+m_2s_2|^2=(|s_1|^2-p)m_1^2+(|s_2|^2-p)m_2^2+p(m_1+m_2)^2 .
\label{eq:selling}
\end{equation}
By \eqref{eq:acute} no coefficient is negative. If $m_1$ and $m_2$ are both nonzero, their squares are at least 1, so the length squared is at least $|s_1|^2+|s_2|^2-2p=|s_1-s_2|^2$. Moreover $|s_1|^2\ge2p$ implies $|s_1-s_2|\ge|s_2|$.

Call a lattice vector primitive if it is not an integer multiple of a shorter one. Take any three primitive vectors, no two of them parallel. At least two differ from $\pm s_1$, and at least one differs from both $\pm s_1$ and $\pm s_2$. Sorted by length, the three are therefore at least as long as $s_1$, $s_2$ and $s_1-s_2$, respectively.

\subsection{The stretch as a weighted sum}

Let the map $F$ take a film basis $f_1,f_2$ to a substrate basis $g_1,g_2$. With the vectors as matrix columns, $B_g=FB_f$. Define the metrics $\Phi=B_f^TB_f$ and $G=B_g^TB_g$, and let $A$ be the film cell area, so that $\det\Phi=A^2$. Then
\begin{align}
T\equiv\lambda_1^2+\lambda_2^2&=\mathrm{tr}\,F^TF
=\mathrm{tr}\,(B_f^{-T}GB_f^{-1})=\mathrm{tr}\,(\Phi^{-1}G)\nonumber\\
&=\frac{\Phi_{22}G_{11}+\Phi_{11}G_{22}-2\Phi_{12}G_{12}}{A^2}.
\label{eq:trace}
\end{align}
Since $2G_{12}=|g_1|^2+|g_2|^2-|g_1-g_2|^2$,
\begin{equation}
A^2T=(\Phi_{22}-\Phi_{12})|g_1|^2+(\Phi_{11}-\Phi_{12})|g_2|^2+\Phi_{12}|g_1-g_2|^2 .
\label{eq:weights}
\end{equation}

Keep $f$ fixed and acute-reduced, and let $g$ run over all bases of the substrate sublattice. This covers every pairing, because a change of film basis can be undone by applying the same integer change to both bases. By \eqref{eq:acute} the weights obey
\[
\Phi_{22}-\Phi_{12}\ \ge\ \Phi_{11}-\Phi_{12}\ \ge\ \Phi_{12}\ \ge\ 0 .
\]
The vectors $g_1,g_2,g_1-g_2$ are primitive and pairwise nonparallel, since any two of them form a basis. A sum with decreasing weights is smallest when the squared lengths are in increasing order, and each sorted length is bounded below by the corresponding length among $s_1,s_2,s_1-s_2$. Choosing $g_1=s_1$, $g_2=s_2$ reaches all these bounds together, so it minimizes $T$.

The product $D=\lambda_1\lambda_2$ is the ratio of the cell areas and does not depend on the pairing. From
\begin{equation}
\frac{T}{D}=\frac{\lambda_1}{\lambda_2}+\frac{\lambda_2}{\lambda_1}=2\cosh\!\left(\ln\frac{\lambda_1}{\lambda_2}\right)
\label{eq:cosh}
\end{equation}
the smallest $T$ gives the smallest $|\ln(\lambda_1/\lambda_2)|$ and, by \eqref{eq:split}, the smallest $S$. This holds for strains of any size. In a numerical test with 150 random pairs of lattices and 744 changes of basis for each, none gave a lower cost.

\subsection{What handedness means}

The minimum includes maps that reverse orientation. Suppose the film lattice has a mirror operation $M$. If $F$ reverses orientation and maps $L$ to $L'$, then $FM^{-1}$ preserves orientation and maps the equally large film sublattice $ML$ to $L'$ with the same stretches. A mirror of the substrate serves equally well. If both parent lattices are oblique, an orientation-reversing match describes a film turned over. When that is forbidden, one comparison no longer suffices and other bases must be tried, as the second trap shows.

\section{The cost in lengths and angles}

Let $r_i=|g_i|/|f_i|$, and let $\gamma,\gamma'$ be the film and substrate cell angles. Inserting $A=|f_1||f_2|\sin\gamma$ and the scalar products into \eqref{eq:trace} gives
\begin{align}
D&=r_1r_2\frac{\sin\gamma'}{\sin\gamma},\qquad
T=\frac{r_1^2+r_2^2-2r_1r_2\cos\gamma\cos\gamma'}{\sin^2\gamma},\label{eq:DT}\\
S^2&=\tfrac12\ln^2D+\tfrac12\,\mathrm{arccosh}^2\frac{T}{2D}.\label{eq:score}
\end{align}
For equal angles and $r_1=r_2=r$, $D=r^2$ and $T=2r^2$, so $S=\sqrt2\,|\ln r|$: pure area mismatch. For equal areas the first term vanishes and only shape mismatch remains.

Equation \eqref{eq:score} also limits the search. Its second term is not negative, so
\begin{equation}
\left|\ln\frac{n_sA_s}{n_fA_f}\right|=|\ln D|\le\sqrt2\,S ,
\label{eq:window}
\end{equation}
where $A_f,A_s$ are the primitive areas and $n_f,n_s$ the indices. To find every match with $S\le\eta$, it suffices to compare areas within $\sqrt2\,\eta$. The isotropic case reaches this limit, so a narrower window could lose matches.

For small mismatch the strain can be read off directly. Put $x$ along $f_1$, let $e_i=r_i-1$ and $\delta=\gamma'-\gamma$, and write $c=\cos\gamma$, $s=\sin\gamma$. A symmetric strain $\varepsilon$ gives $e_1=\varepsilon_{xx}$. It turns $f_1$ by $\varepsilon_{xy}$ and $f_2$ by $(\varepsilon_{yy}-\varepsilon_{xx})sc+\varepsilon_{xy}(c^2-s^2)$; a common rotation cancels in the difference. To first order,
\begin{align}
e_2&=\varepsilon_{xx}c^2+2\varepsilon_{xy}sc+\varepsilon_{yy}s^2,\\
\delta&=(\varepsilon_{yy}-\varepsilon_{xx})sc-2\varepsilon_{xy}s^2 .
\end{align}
Adding $\delta\,c/s$ to $e_2$ cancels $\varepsilon_{xx}$ and $\varepsilon_{xy}$ and leaves $\varepsilon_{yy}$. Solving the second line for $\varepsilon_{xy}$ and using $\cot^2\gamma-1/s^2=-1$ then gives
\begin{equation}
\varepsilon_{yy}=e_2+\delta\cot\gamma,\qquad
\varepsilon_{xy}=\tfrac12\left[(e_2-e_1)\cot\gamma-\delta\right],
\label{eq:strain}
\end{equation}
with $S^2\simeq\varepsilon_{xx}^2+\varepsilon_{yy}^2+2\varepsilon_{xy}^2$. In a rectangular cell $\delta=-2\varepsilon_{xy}$: a positive shear strain closes the angle by twice its value.

\section{The algorithm in general}

\begin{enumerate}
\item Choose $\eta$ and an area cap for both undeformed cells.
\item For each allowed index, list the sublattices by \eqref{eq:hnf} and reduce them to \eqref{eq:acute}. Store cells of equal index, lengths and angle once.
\item For each pair of indices inside \eqref{eq:window}, compute $S$ from \eqref{eq:score} and keep the pair if $S\le\eta$.
\item Go through the matches by increasing substrate-cell area, and by increasing $S$ at equal area. Call a match a record if its $S$ is below all earlier values.
\end{enumerate}

The last step drops repeated supercells: enlarging both cells of a match by the same integer change leaves $F$, and hence its $S$, unchanged. The enlarged pair is scored with its own best pairing, so its score is either that same $S$, which is no record, or a lower one belonging to a different map, which is a new match. A record should beat its predecessor by more than rounding error. Near zero, $\mathrm{arccosh}(1+u)\simeq\sqrt{2u}$ turns an error of $10^{-16}$ in $u$ into about $10^{-8}$ in $S$.

Storing each shape once does not affect $S$, but it can hide orientations. In a square lattice, $(5,0),(0,5)$ and $(3,4),(-4,3)$ span equal squares at different angles. If all twists are wanted, the sublattices behind a stored shape must be recovered, and for each pair of sublattices all pairings with the same lowest $S$ must be kept. For example, two rectangular lattices with sides in the ratio $1:2$ both have a square sublattice of index 2, and these squares can be joined at a twist of $0^\circ$ or $90^\circ$ with equal $S$.

\section{A hexagonal film on a square substrate}

Take model lattice constants of $3.10$ \AA\ for a hexagonal film and $4.00$ \AA\ for a square substrate, with $A_f=8.3225$ \AA$^2$ and $A_s=16$ \AA$^2$. The cap is $300$ \AA$^2$ and $\eta=0.05$. The film has 1098 sublattices with 254 distinct shapes, the substrate 277 with 106. The area window reduces the comparisons from 26924 to 3174, and a test confirmed that both searches give the same 28 matches. Two are records.

The first has $n_s=8$, $n_f=15$ and area $128$ \AA$^2$. It can be checked by hand. With film vectors $a_1$ along $x$ and $a_2$ at $60^\circ$, the integer vectors $(1,3)$ and $(-4,3)$ are $3.10\,(\pm\frac52,\frac{3\sqrt3}{2})=(\pm7.75,\,8.054)$ \AA. They go to $(\pm8,8)$ \AA\ on the substrate. The map is diagonal, with stretches $8/7.75=1.0323$ and $8/8.054=0.9933$, so
\[
S=\sqrt{0.03175^2+0.00673^2}=0.0325,
\]
in agreement with the search to rounding. A diagonal map with positive entries contains no rotation, which explains the zero twist.

The second record has $n_s=14$, $n_f=27$ and area $224$ \AA$^2$. Its film vectors $(1,3),(-7,6)$ go to the substrate vectors $(2,2),(-3,4)$. The lengths change from $11.177$ to $11.314$ \AA\ and from $20.328$ to $20.000$ \AA, and the angle from $81.49^\circ$ to $81.87^\circ$. Thus $e_1=0.0122$, $e_2=-0.0161$ and $\delta=0.383^\circ=0.0067$. With $\cot\gamma=0.150$, \eqref{eq:strain} gives
\begin{align*}
\varepsilon_{yy}&=-0.0161+0.0067\times0.150=-0.0151,\\
\varepsilon_{xy}&=\tfrac12[-0.0283\times0.150-0.0067]=-0.0055 .
\end{align*}
The first-order cost is $0.0209$. The full value, from the stretches $1.0133$ and $0.9838$, is $0.0210$. The area ratio $D=0.9969$ is close to one, so most of the cost is shape mismatch: the film is stretched in one direction and compressed in the other.

The polar decomposition $F=RU$, with $R$ a rotation and $U$ a symmetric stretch, gives a twist of $0.79^\circ$. It is measured from parallel $a_1$ axes and folded into $0$ to $15^\circ$, because the lattices repeat under turns of $60^\circ$ and $90^\circ$ and both have mirrors.

The larger cell has $1.75$ times the area and lowers $S$ by about 35\% relative to the first record. Whether that is worth the extra atoms depends on how strongly the wanted property responds to strain. If the film must keep zero twist, the first record suits and the second does not.

For substrate cells up to $300$ \AA$^2$, the cap on the film cell leaves one gap. At $n_s=18$ a film cell with $n_f=37$ would lie inside the window but above $300$ \AA$^2$. Its area mismatch alone gives $S\ge|\ln(288/307.9)|/\sqrt2=0.047$, so it could not have been a record.

\section{When elasticity should decide}

For an isotropic film with plane Lam\'e constants $\Lambda$ and $\mu>0$, the quadratic energy per area in logarithmic strain is
\begin{equation}
w=\tfrac12\Lambda\ln^2D+\mu S^2 .
\end{equation}
For two given sublattices $D$ is fixed, so the acute-reduced pairing also minimizes $w$. Between different pairs of sublattices $D$ varies, and the order by $w$ can differ from the order by $S$. The matches found can then be ranked again by $w$ without a new search, provided $\eta$ was wide enough to include all serious candidates. For an anisotropic film the energy also depends on the direction of the strain, and the proof that one pairing suffices no longer applies.

\section*{Computed results}
\begin{verbatim}
film lattice constant: 3.10 A
substrate lattice constant: 4.00 A
film primitive area: 8.3225 A^2
substrate primitive area: 16.0000 A^2
area cap: 300 A^2; eta: 0.050
area window in |ln ratio|: 0.07071
largest index: film 36, substrate 18
sublattices: film 1098, substrate 277
distinct shapes: film 254 substrate 106
comparisons: 3174 in window, 26924 without
shape pairs with S <= eta: 28
record matches, by growing substrate-cell area:
 ns=8 nf=15 area=128.0 A^2 S=0.03245 twist=0.000 deg
  e1=+0.01221 e2=+0.01221 dangle=+2.204 deg
 ns=14 nf=27 area=224.0 A^2 S=0.02097 twist=0.792 deg
  e1=+0.01221 e2=-0.01614 dangle=+0.383 deg
best match in full (integer basis vectors):
 film: [1, 3] [-7, 6]
 substrate: [2, 2] [-3, 4]
 film lengths: 11.17721, 20.32806 A
 substrate lengths: 11.31371, 20.00000 A
 angles: film 81.4870, substrate 81.8699 deg
 area ratio D: 0.996851
 principal stretches: 1.013257, 0.983808
 first-order strain xx, yy, xy: +0.012212, -0.015138, -0.005463
 S: exact 0.020975, first order 0.020928
random lattice pairs: 150; basis changes each: 744
strain error ratio on halving deformation: 3.9989
2% stretch, plain sums in two bases: 0.02000, 0.03995
2% stretch, S in both bases: 0.01980, 0.01980
handedness example, single comparison S: 0.73625
handedness example, best proper S: 0.01571
\end{verbatim}
